Mean downward step of a grained exponential-down model without its elastic bin

**Problem**

A vibrationally excited molecule of energy E collides with a bath-gas atom. In the exponential-down model, the probability density for landing at a lower energy E − s is

P(E−s ← E) = A(E) exp(−s/a), s > 0,

where s is the downward step, a is the decay length in energy, and A(E) is fixed by normalization. Take a = 200 cm⁻¹. A master-equation calculation replaces the energy axis by grains of width d = 100 cm⁻¹, evaluates the exponential at s = kd, and leaves out the elastic bin k = 0. Unless stated otherwise, E lies far above the energy floor and all destination grains carry equal weight apart from the exponential.

(a) Find the mean downward step of the continuous model. Then show that the grained model has a mean downward step of about 254 cm⁻¹.

(b) Expand the grained mean for small d/a, find its limit for large d/a, and determine what happens if the elastic bin is kept with full or half weight.

(c) Replace point sampling by integration over the starting and destination grains. Does this remove the discrepancy?

(d) Find the decay length a′ that makes the grained mean equal to a chosen value M.

(e) Add upward steps by detailed balance. Evaluate the mean energy change per collision for a methane-like molecule near 36000 cm⁻¹ in a gas at 1300 K, and judge the two remedies: keeping the elastic bin, and using a′.

(f) Estimate how the energy floor, the density of states and a change of a would alter the result of (a).

**Solution**

**(a) The two means**

"Mean downward step" signifies the mean of s given that the collision is downward. The factor A(E) depends on the starting energy alone, so it cancels between numerator and denominator. For the continuous model,

∫₀^∞ exp(−s/a) ds = a,

∫₀^∞ s exp(−s/a) ds = a²,

the second by integration by parts. The mean is a²/a = a = 200 cm⁻¹.

For the grained model define

x = d/a, q = exp(−x).

The weight of a step of k grains is exp(−kd/a) = qᵏ, with k = 1, 2, 3, … Two sums are needed. The geometric series gives

S₀ = Σ qᵏ = q/(1−q).

Differentiating S₀ with respect to q and multiplying by q brings down one factor of k:

S₁ = Σ k qᵏ = q dS₀/dq = q/(1−q)².

The mean step, called m, is therefore

m = d S₁/S₀ = d/(1−q) = d/[1 − exp(−d/a)].

With the given values, x = 0.5 and q = 0.606531, so that S₀ = 1.541494 and S₁ = 3.917698. Hence

m = 100 cm⁻¹ × 3.917698/1.541494 = 254.149 cm⁻¹,

or about 254 cm⁻¹. This is 27 percent above the continuous mean. The parameter a has not changed; what has changed is the distribution to which the word "mean" refers.

The sign of the shift is general. For x > 0, 1 − exp(−x) < x, and therefore m > d/x = a. Leaving out the elastic bin raises the conditional mean at every grain width.

**(b) Grain width and elastic bin**

To expand m = a x/[1 − exp(−x)], first write the denominator as

1 − exp(−x) = x(1 − x/2 + x²/6 − x³/24 + x⁴/120 − …).

Let the reciprocal of the bracket be 1 + c₁x + c₂x² + c₃x³ + c₄x⁴ + … The product of the two series must equal 1, so each power of x must vanish separately:

c₁ = 1/2,

c₂ = c₁/2 − 1/6 = 1/12,

c₃ = c₂/2 − c₁/6 + 1/24 = 0,

c₄ = c₃/2 − c₂/6 + c₁/24 − 1/120 = −1/720.

Thus

m = a(1 + x/2 + x²/12 − x⁴/720 + …).

The leading excess is ax/2 = d/2, half a grain. For the present numbers the series gives

200 + 50 + 4.1667 − 0.0174 = 254.149 cm⁻¹.

Since the error is of first order in d, it shrinks slowly: m is 226.0 cm⁻¹ for d = 50 cm⁻¹ and still 205.0 cm⁻¹ for d = 10 cm⁻¹. In the opposite limit, d ≫ a, q tends to zero and m tends to d. The shortest retained step is then much longer than the decay length. For d = 1000 cm⁻¹ the mean is 1006.8 cm⁻¹, which describes the grid rather than the collision.

Now keep the elastic bin with weight w. It adds w to the total weight but nothing to the first moment, because its step is zero:

mean = d S₁/(w + S₀).

For w = 1, 1 + S₀ = 1/(1−q), and

mean = d q/(1−q) = d/[exp(x) − 1] = 154.1 cm⁻¹.

This is exactly one grain below m, since d/(1−q) − dq/(1−q) = d. For w = 1/2,

1/2 + S₀ = (1+q)/[2(1−q)],

mean = 2dq/(1−q²) = 2d/(1/q − q) = d/sinh x = 191.9 cm⁻¹.

Half weight is the trapezoidal rule for an integral that begins at s = 0. Its leading error follows from x/sinh x = 1 − x²/6 + …, so it is of second order in d. Halving the grain reduces this error by a factor of 3.9, close to the factor 4 of the leading term.

**(c) Integration over grains**

Suppose the starting energy is uniformly distributed within its grain, at height u above the lower edge. Let the landing point be at height v in the grain k places below. Then s = kd + u − v. Considering downward events alone, the normalized density of s is exp(−s/a)/a. The probability of moving down k ≥ 1 grains is

Jₖ = (1/d) ∫₀ᵈ du ∫₀ᵈ dv (1/a) exp[−(kd + u − v)/a].

The integrals separate:

∫₀ᵈ exp(−u/a) du = a(1−q),

∫₀ᵈ exp(v/a) dv = a(1/q − 1) = a(1−q)/q.

Consequently

Jₖ = [1/(ad)] qᵏ a²(1−q)²/q = (1−q)² qᵏ⁻¹/x.

The total probability of leaving the starting grain is

f = Σ Jₖ = (1−q)/x = 0.786939.

The remaining 0.213061 of downward events land lower within the same grain. Given that the molecule leaves the grain, the probability of k is

Jₖ/f = (1−q) qᵏ⁻¹,

which is the same geometric law as in part (a). Its mean is again 254.149 cm⁻¹. Better integration therefore does not remove the discrepancy as long as the same-grain events are discarded.

If they are retained, the mean displacement of all downward events is

d Σ k Jₖ = d [(1−q)²/x] × [1/(1−q)²] = d/x = a.

Here Σ k qᵏ⁻¹ = S₁/q = 1/(1−q)² was used. Numerically, 0.786939 × 254.149 cm⁻¹ = 200.000 cm⁻¹. The long mean step and the missing events compensate, provided that the events remain in the count. The result rests on a uniform start within the grain. A grained master equation makes that assumption anew at every collision, because it does not remember the position inside a grain.

**(d) Matching the conditional mean**

Set d/[1 − exp(−d/a′)] = M and solve:

exp(−d/a′) = 1 − d/M,

a′ = −d/ln(1 − d/M).

The logarithm exists for M > d. This is the condition already seen in part (b): if every retained step is at least d, no positive a′ can produce a mean of d or less.

For M = 200 cm⁻¹, exp(−d/a′) = 1/2, and

a′ = 100/ln 2 = 144.27 cm⁻¹.

The grained mean is then 200 cm⁻¹. One parameter has been used to match one moment. The mean square step differs from that of the continuous law, and this matters in part (e).

**(e) Upward steps and net energy change**

At thermal equilibrium the flow between any two energies must balance. With density of states ρ(E),

P(E+s ← E) ρ(E) exp(−E/kT) = P(E ← E+s) ρ(E+s) exp[−(E+s)/kT].

Over the range of a few steps, approximate ρ(E) as proportional to exp(E/e). Here e is a growth length in energy, not the base of natural logarithms. Then

P(E+s ← E) = A exp(−s/a) exp(s/e) exp(−s/kT) = A exp(−s/g),

1/g = 1/a + 1/kT − 1/e.

A constant A is consistent: normalization requires A(a + g) = 1 at every energy in this local model. Counting energy gained as positive, the continuous net change per collision is

N = A(g² − a²) = (g² − a²)/(g + a) = g − a.

The example uses rough, rounded methane-like vibrations: three of 1300, two of 1500, one of 2900 and three of 3000 cm⁻¹. Their harmonic states are counted on the grains, and a straight line is fitted to the logarithm of the count between 33000 and 39000 cm⁻¹. Its slope is 1/e, which gives e = 5614 cm⁻¹. For fit windows from ±2000 to ±10000 cm⁻¹ about 36000 cm⁻¹, and with less rounded vibrations (fundamentals 1306, 1534, 2917, 3019 cm⁻¹ or harmonic wavenumbers 1367, 1583, 3026, 3157 cm⁻¹), e moves by up to about 90 cm⁻¹, which shifts the net energy changes from the local formulas below by only about 0.1 cm⁻¹. Narrower windows follow the ripple of the count: a window of ±500 cm⁻¹ can move e by about 900 cm⁻¹ and the net changes by about 1 cm⁻¹. At 1300 K, kT = 903.55 cm⁻¹. Thus

1/g = 1/200 + 1/903.55 − 1/5614.4 per cm⁻¹, g = 168.67 cm⁻¹,

N = 168.67 − 200 = −31.33 cm⁻¹.

The net loss is much smaller than a downward step because upward collisions nearly balance downward ones.

For the grained model let r = exp(−d/g). First keep the elastic bin once, with weight 1 shared by the two directions. The total weight is

1 + r/(1−r) + q/(1−q) = (1 − rq)/[(1−r)(1−q)],

and the difference of first moments is

r/(1−r)² − q/(1−q)² = (r−q)(1−rq)/[(1−r)²(1−q)²].

The factor 1 − rq cancels in their ratio:

N(elastic kept) = d(r−q)/[(1−r)(1−q)] = d/(1−r) − d/(1−q).

Each term has the form found in part (a), one with decay length g and one with a. Using the expansion from part (b), the two half-grain shifts cancel:

N(elastic kept) = g − a + (d²/12)(1/g − 1/a) + …

The error is of second order in d. The numerical value is −30.56 cm⁻¹, close to −31.33 cm⁻¹. Full weight is correct here, whereas half weight was correct for downward steps alone, because the bin now contributes half a weight to each direction.

Now remove the elastic bin. The first moments do not change, but the total weight falls by 1. The elastic probability before removal was

p₀ = (1−r)(1−q)/(1−rq),

so that

N(elastic excluded) = N(elastic kept)/(1 − p₀) = −41.57 cm⁻¹.

The size of the net loss is 1.327 times the continuous value. If the collision frequency is left unchanged, every collision is forced to move the molecule by at least one grain, and energy relaxation at this starting energy is too fast.

Using a′ = 144.27 cm⁻¹ with the elastic bin excluded gives −25.16 cm⁻¹, about 20 percent too small in magnitude. The reason appears when c = 1/kT − 1/e is small compared with the inverse step size. The upward weights are then the downward weights multiplied by exp(−cs) ≈ 1 − cs. To first order in c, the first moments cancel and

N ≈ −c⟨s²⟩/2,

where the average is over downward steps. The continuous law has ⟨s²⟩ = 2a² = 80000 cm⁻². For the grained law with q′ = exp(−d/a′) = 1/2, the geometric distribution gives

⟨s²⟩ = d²(1+q′)/(1−q′)² = 6d² = 60000 cm⁻².

Matching the mean step has made the mean square step too small. This leading-order estimate predicts a net loss of 3/4 of the continuous value, near the computed 0.80. For this example, keeping the elastic bin is the better remedy for the net change.

The local exponential density can be tested against the counted states. For this test, A(E) was found by normalizing from the top grain, at 80000 cm⁻¹, downwards, with upward steps included and the elastic bin excluded. The average over 30 starting grains near 36000 cm⁻¹ gives a net change of −41.26 cm⁻¹, against −41.57 cm⁻¹ from the local formula. The agreement holds for the average only: single grains range from about −25 to −51 cm⁻¹, because the counted density of states still ripples from grain to grain. The average itself is good to about 2 cm⁻¹, not to the digits shown. It is −40.2 cm⁻¹ over 10 grains, about −41.6 cm⁻¹ with the fundamental wavenumbers and −39.6 cm⁻¹ with the harmonic ones, for which single grains range from about +16 to −79 cm⁻¹. About 45 percent of the collisions are upward. The conditional downward mean remains 254.149 cm⁻¹: upward steps alter how often a downward step occurs, but not the relative weights of its possible lengths.

**(f) Limits of the result**

If there are just n grains below the starting grain, the sums end at k = n. Removing the tail k = n + j, with j ≥ 1, gives

total weight = S₀ − qⁿS₀ = S₀(1−qⁿ),

first moment = S₁ − qⁿ(nS₀ + S₁) = S₁(1−qⁿ) − nqⁿS₀.

The mean is therefore

d[1/(1−q) − nqⁿ/(1−qⁿ)].

From 1300 cm⁻¹, where n = 13, it is 252.2 cm⁻¹. The floor alone has a small effect even there.

Sparse levels matter more. Below 3000 cm⁻¹, the harmonic methane-like molecule has levels in 6 of 30 grains. If a molecule starting at 3000 cm⁻¹ may land in these grains alone, with equal weights apart from the exponential, the mean is 170.7 cm⁻¹. This value is set by the levels just below the start: from 2600 cm⁻¹ the same rule gives 1154 cm⁻¹ and from 3900 cm⁻¹ it gives 990 cm⁻¹, so sparsity can shift the mean in either direction. The geometric formula assumes that every grain within several decay lengths below the starting grain is occupied, so it should not be used in that region.

Near 36000 cm⁻¹ the grains are well filled, but another convention multiplies each downward weight by the density of states at its destination. Locally this changes 1/a to 1/a + 1/e and shortens the steps. With the counted states the mean, averaged over the same 30 starting grains, becomes 247.3 cm⁻¹, about 3 percent below 254 cm⁻¹; single grains range from about 244 to 251 cm⁻¹.

The starting energy of 36000 cm⁻¹ is a rough C–H dissociation threshold. The value a = 200 cm⁻¹ is an assumed input, not a result of this calculation. Doubling a at fixed d raises the grained mean to 452.1 cm⁻¹. If a were uncertain by a factor of two, that uncertainty would outweigh the graining error, although the latter is avoidable.

Anharmonicity, rotation and a long tail of strong collisions are also left out, and their effects are not estimated here. The calculation gives energy changes per collision, not a dissociation rate.

Computed results

```
Decay length a: 200.0 cm-1
Grain width d: 100.0 cm-1
Ratio x = d/a: 0.5000
Grain factor q = exp(-x): 0.606531
Sum S0 of q^k, k>=1: 1.541494
Sum S1 of k q^k, k>=1: 3.917698
Continuous mean downward step: 200.000 cm-1
Grained mean m, elastic bin excluded: 254.149 cm-1
Excess m-a: 54.149 cm-1
Relative excess: 27.07 percent
Series term of order x^1: 50.0000 cm-1
Series term of order x^2: 4.1667 cm-1
Series term of order x^4: -0.0174 cm-1
Mean with full elastic bin: 154.149 cm-1
Mean with half elastic bin: 191.903 cm-1
Half-bin error ratio, grain d to d/2: 3.915
Grained mean for d=10 cm-1: 205.042 cm-1
Grained mean for d=50 cm-1: 226.041 cm-1
Grained mean for d=300 cm-1: 386.165 cm-1
Grained mean for d=1000 cm-1: 1006.784 cm-1
Bin-integrated probability of leaving grain: 0.786939
Bin-integrated probability of staying: 0.213061
Bin-integrated mean of leaving jumps: 254.149 cm-1
Bin-integrated mean of all downward events: 200.000 cm-1
Matched decay length a': 144.270 cm-1
Grained mean using a': 200.000 cm-1
Temperature: 1300 K
Thermal energy kT: 903.55 cm-1
Rough dissociation threshold: 36000 cm-1
Rough vibrations: 1300, 1300, 1300, 1500, 1500, 2900, 3000, 3000, 3000 cm-1
Local state-density growth length e: 5614.4 cm-1
Upward decay length g: 168.67 cm-1
Continuous net change per collision: -31.33 cm-1
Grained net change, elastic excluded: -41.57 cm-1
Ratio of grained to continuous net change: 1.327
Grained net change, elastic kept once: -30.56 cm-1
Elastic-kept error ratio, grain d to d/2: 3.956
Grained net change using a', elastic excluded: -25.16 cm-1
Counted-state net change, elastic excluded: -41.26 cm-1
Counted-state upward fraction: 0.4457
Counted-state conditional downward mean: 254.149 cm-1
Downward mean with state-density weights: 247.34 cm-1
Floor test starting energy: 1300 cm-1
Downward mean with floor: 252.19 cm-1
Sparse-level test starting energy: 3000 cm-1
Occupied grains below that energy: 6 of 30
Downward mean on occupied grains only: 170.68 cm-1
Grained mean if a doubles: 452.08 cm-1
```
